**Element 121 and the collapse of 5g in Dirac–Hartree–Fock theory**

The program adds one electron to the closed ion [Og]8s² and finds 8p1/2 lowest at nuclear charge Z = 121, with 7d3/2 higher by 1.04 eV after core relaxation. P and Q are the large and small radial components, kappa is the Dirac quantum number, and c is the speed of light; energies are in hartree without the rest energy. It asserts agreement of bare-ion levels with the Sommerfeld formula and with direct integration, and of a 28-electron test ion at large c with an independent Hartree–Fock code. It also asserts that 8p1/2 is the lowest level at Z = 121, that it lies below a compact 5g configuration with relaxed core, and that relativity raises 7d3/2 relative to 8p1/2. With the 120-electron core kept, the output places the 5g collapse at Z = 123.00 for a frozen core and at 122.7 for a relaxed one. New self-consistent solutions on both sides of the frozen-core value are asserted to bracket the change. In neutral element 123, with 8p1/2 filled, the printed 5g level is still the outer one. Correlation, the Breit interaction and radiative corrections are left out.

## Numerical check

```python
# Result under test: in Dirac-Hartree-Fock theory the electron added to the
# closed ion [Og]8s2 at nuclear charge Z = 121 enters 8p1/2, not 7d or 5g; when Z
# is raised with this 120-electron core, 5g7/2 jumps from an outer Coulomb well
# into an inner well at a charge that is located here.
# Symbols: P, Q = large and small radial components; kappa = Dirac quantum number
# (s1/2 -1, p1/2 1, p3/2 -2, d3/2 2, d5/2 -3, f5/2 3, f7/2 -4, g7/2 4);
# c = speed of light. Hartree atomic units; energies exclude the rest energy.
import math
from functools import lru_cache
from types import SimpleNamespace
import numpy as np
from scipy import constants, integrate, optimize
from scipy.linalg import eigh
from scipy.special import erf
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf

LIGHT = 1 / constants.fine_structure
EV = constants.physical_constants['Hartree energy in eV'][0]
BOHR_FM = constants.physical_constants['Bohr radius'][0] * 1e15
RMS_FM = 6.2
NUCLEUS = RMS_FM / BOHR_FM
INNER_RADIUS = 2.5

STEP = 0.06
r = np.exp(np.arange(math.log(5e-7), math.log(160.0), STEP))
w = STEP * r
larger = np.maximum.outer(r, r)
ratio = np.minimum.outer(r, r) / larger


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


@lru_cache(None)
def multipole(k):
    """Coulomb multipole; the diagonal is corrected for the kink at r = r'."""
    u = ratio**k / larger
    u[np.diag_indices(len(r))] *= 1 - STEP * (2 * k + 1) / 12
    return u


@lru_cache(None)
def ordered_kernel(a, b):
    total = np.zeros_like(larger)
    ja, jb = 2 * abs(a) - 1, 2 * abs(b) - 1
    for k in range(abs(ja - jb) // 2, (ja + jb) // 2 + 1):
        if (orbital_l(a) + orbital_l(b) + k) % 2 == 0:
            symbol = wigner_3j(Rational(ja, 2), k, Rational(jb, 2),
                               Rational(1, 2), 0, Rational(-1, 2))
            total += float(symbol**2) * multipole(k)
    return total * np.outer(w, w)


def exchange_kernel(a, b):
    return ordered_kernel(min(a, b), max(a, b))


def orthonormal(functions):
    s, u = eigh((functions * w) @ functions.T)
    return (u / np.sqrt(s)).T


def make_basis(kappa, exponents, rms):
    """Kinetically balanced Gaussian spinors, orthonormal on the grid."""
    l, a = orbital_l(kappa), np.asarray(exponents)[:, None]
    gauss = np.exp(-a * r * r)
    large = r**(l + 1) * gauss
    balanced = ((l + 1 + kappa) * r**l - 2 * a * r**(l + 2)) * gauss
    norm = np.sqrt((large**2) @ w)[:, None]
    large, balanced = large / norm, balanced / norm
    x = orthonormal(large)
    L, DL = x @ large, x @ balanced
    small = balanced / np.sqrt((balanced**2) @ w)[:, None]
    S = orthonormal(small) @ small
    m = len(a)
    attraction = -w * erf(math.sqrt(1.5) / rms * r) / r
    nuclear, momentum = np.zeros((2 * m, 2 * m)), np.zeros((2 * m, 2 * m))
    nuclear[:m, :m] = (L * attraction) @ L.T
    nuclear[m:, m:] = (S * attraction) @ S.T
    momentum[m:, :m] = (S * w) @ DL.T
    momentum[:m, m:] = momentum[m:, :m].T
    return SimpleNamespace(L=L, S=S, size=m, nuclear=nuclear, momentum=momentum)


def one_body(b, Z, c):
    h = Z * b.nuclear + c * b.momentum
    index = np.arange(b.size, 2 * b.size)
    h[index, index] -= 2 * c * c
    return h


def spinor(b, vectors, electrons):
    return vectors[:b.size].T @ b.L, vectors[b.size:].T @ b.S, electrons


def hartree(shells):
    density = sum(q / 1.0 * ((P * P).sum(0) + (Q * Q).sum(0))
                  for P, Q, q in shells.values())
    return multipole(0) @ (w * density)


def mean_field(basis, shells, targets):
    """Direct minus exchange matrices, averaged over magnetic substates."""
    direct = w * hartree(shells)
    pairs = {k: (q * P.T @ P, q * P.T @ Q, q * Q.T @ Q)
             for k, (P, Q, q) in shells.items()}
    result = {}
    for a in targets:
        blocks = [np.zeros_like(larger) for _ in range(3)]
        for b, products in pairs.items():
            kernel = exchange_kernel(a, b)
            for block, product in zip(blocks, products):
                block += kernel * product
        L, S, m = basis[a].L, basis[a].S, basis[a].size
        g = np.empty((2 * m, 2 * m))
        g[:m, :m] = (L * direct) @ L.T - L @ blocks[0] @ L.T
        g[:m, m:] = -L @ blocks[1] @ S.T
        g[m:, :m] = g[:m, m:].T
        g[m:, m:] = (S * direct) @ S.T - S @ blocks[2] @ S.T
        result[a] = (g + g.T) / 2
    return result


def starting_field(basis, Z, filled, kappas):
    """Thomas-Fermi screening, used only to start the iterations."""
    x = r * Z**(1 / 3) / 0.8853
    phi = 1 / (1 + 0.02747 * x**0.5 + 1.243 * x - 0.1486 * x**1.5
               + 0.2302 * x**2 + 0.007298 * x**2.5 + 0.006944 * x**3)
    electrons = sum(2 * abs(k) * n for k, n in filled.items())
    v = w * np.minimum(Z * (1 - phi), electrons - 1) / r
    result = {}
    for k in kappas:
        b = basis[k]
        g = np.zeros((2 * b.size, 2 * b.size))
        g[:b.size, :b.size] = (b.L * v) @ b.L.T
        g[b.size:, b.size:] = (b.S * v) @ b.S.T
        result[k] = g
    return result


def solve_atom(basis, Z, filled, c=LIGHT, start=None, valence=None):
    """Closed shells, plus one electron of symmetry 'valence' if requested."""
    kappas = list(filled)
    if valence is not None and valence not in filled:
        kappas.append(valence)
    one = {k: one_body(basis[k], Z, c) for k in kappas}
    zero = {k: np.zeros_like(one[k]) for k in kappas}
    core_field, outer_field = None, zero
    if start is None:
        core_field = starting_field(basis, Z, filled, kappas)
    else:
        core_field = mean_field(basis, start.shells, kappas)
        if valence is not None and start.outer:
            outer_field = mean_field(basis, start.outer, kappas)
    history = []
    for cycle in range(80):
        shells, states, outer = {}, {}, {}
        for k in kappas:
            e, v = eigh(one[k] + core_field[k] + outer_field[k])
            m, n = basis[k].size, filled.get(k, 0)
            taken = np.zeros(len(e), bool)
            taken[m:m + n] = True
            states[k] = e[taken], v[:, taken], e[~taken], v[:, ~taken]
            if n:
                shells[k] = spinor(basis[k], v[:, taken], 2 * abs(k))
        if valence is not None:
            free, m = states[valence][3], basis[valence].size
            ev, u = eigh(free.T @ (one[valence] + core_field[valence]) @ free)
            u = free @ u
            vector = u[:, m]
            outer = {valence: spinor(basis[valence], vector[:, None], 1)}
        new_core = mean_field(basis, shells, kappas)
        new_outer = mean_field(basis, outer, kappas) if outer else zero
        if valence is not None and valence in filled:
            # makes rotations between core and added electron stationary
            f = 1 / (2 * abs(valence))
            co = states[valence][1]
            x = co @ np.outer(co.T @ new_outer[valence] @ vector, vector)
            new_outer[valence] = new_outer[valence] + f / (1 - f) * (x + x.T)
        errors = []
        for k in filled:
            eo, co, eu, cu = states[k]
            fock = one[k] + new_core[k] + new_outer[k]
            turn = (cu.T @ fock @ co) / (eo[None, :] - eu[:, None])
            errors.append((cu @ turn @ co.T).ravel())
        if valence is not None:
            rest = np.delete(u, m, 1)
            turn = rest.T @ (one[valence] + new_core[valence]) @ vector
            turn = turn / (ev[m] - np.delete(ev, m))
            errors.append(np.outer(rest @ turn, vector).ravel())
        error = np.concatenate(errors)
        if np.abs(error).max() < 5e-6:
            break
        fields = np.concatenate([f[k].ravel() for f in (new_core, new_outer)
                                 for k in kappas])
        history = (history + [(error, fields)])[-8:]
        n = len(history)
        stack = np.array([item[0] for item in history])
        gram = np.ones((n + 1, n + 1))
        gram[:n, :n] = stack @ stack.T / (error @ error)
        gram[n, n] = 0
        mix = np.linalg.lstsq(gram, np.eye(n + 1)[n], rcond=None)[0][:n]
        mixed = sum(t * item[1] for t, item in zip(mix, history))
        core_field, outer_field, place = {}, {}, 0
        for field in (core_field, outer_field):
            for k in kappas:
                size = one[k].size
                field[k] = mixed[place:place + size].reshape(one[k].shape)
                place += size
    else:
        raise AssertionError('self-consistency not reached at Z = %g' % Z)
    energy = 0.0
    for k in filled:
        co = states[k][1]
        energy += 2 * abs(k) * np.sum(co * ((one[k] + new_core[k] / 2) @ co))
    if valence is not None:
        energy += vector @ (one[valence] + new_core[valence]) @ vector
    return SimpleNamespace(shells=shells, outer=outer, energy=energy)


def fock_matrix(basis, Z, atom, kappa, c=LIGHT):
    return (one_body(basis[kappa], Z, c)
            + mean_field(basis, atom.shells, [kappa])[kappa])


def describe(b, fock, index):
    """Energy, mean radius and inner probability of a positive-energy state."""
    e, v = eigh(fock)
    P, Q, _ = spinor(b, v[:, [b.size + index]], 1)
    density = w * (P[0]**2 + Q[0]**2)
    return e[b.size + index], density @ r, density[r < INNER_RADIUS].sum()


def ladder(low, high):
    return low * 2.0**np.arange(int(math.log2(high / low)) + 1)


RANGES = {-1: (0.003, 5e8), 1: (0.003, 5e8), -2: (0.003, 3e6), 2: (0.003, 1e6),
          -3: (0.003, 1e6), 3: (0.002, 1e5), -4: (0.002, 1e5), 4: (0.001, 1e4)}
basis = {k: make_basis(k, ladder(*v), NUCLEUS) for k, v in RANGES.items()}
g_exponents = ladder(*RANGES[4])
tight = dict(basis)
tight[4] = make_basis(4, g_exponents[g_exponents > 0.5], NUCLEUS)
CORE = {-1: 8, 1: 6, -2: 6, 2: 4, -3: 4, 3: 2, -4: 2}
assert sum(2 * abs(k) * n for k, n in CORE.items()) == 120

# One-electron test against the Sommerfeld formula
worst = 0.0
for kappa, n in ((-2, 2), (-3, 3), (4, 5)):
    b = basis[kappa]
    level = eigh(one_body(b, 121, LIGHT), eigvals_only=True)[b.size]
    gamma = math.sqrt(kappa**2 - (121 / LIGHT)**2)
    x = 121 / LIGHT / (n - abs(kappa) + gamma)
    formula = LIGHT**2 * (1 / math.sqrt(1 + x * x) - 1)
    worst = max(worst, abs(level / formula - 1))
assert worst < 2e-5


# One-electron test against direct integration with the finite nucleus
def shooting_mismatch(E):
    def potential(s):
        return -121 * math.erf(math.sqrt(1.5) / NUCLEUS * s) / s

    def slope(x, y):
        s = math.exp(x)
        k = (E - potential(s)) / LIGHT
        return [y[0] + s * (2 * LIGHT + k) * y[1], -y[1] - s * k * y[0]]

    first, middle, last = 1e-6, 0.01, 0.25
    q0 = -(E - potential(first)) / LIGHT * first / 3
    decay = math.sqrt(-E * (2 + E / LIGHT**2))
    q1 = -decay / (2 * LIGHT + E / LIGHT)
    ends = []
    for begin, y in ((first, [1.0, q0]), (last, [1.0, q1])):
        path = integrate.solve_ivp(slope, (math.log(begin), math.log(middle)), y,
                                   method='DOP853', rtol=1e-9, atol=1e-18)
        ends.append(path.y[:, -1] / np.linalg.norm(path.y[:, -1]))
    return ends[0][0] * ends[1][1] - ends[0][1] * ends[1][0]


matrix_1s = eigh(one_body(basis[-1], 121, LIGHT),
                 eigvals_only=True)[basis[-1].size]
shot_1s = optimize.brentq(shooting_mismatch, 1.002 * matrix_1s,
                          0.998 * matrix_1s, xtol=1e-4)
assert abs(matrix_1s / shot_1s - 1) < 5e-5

# Many-electron test: large-c limit against an independent Hartree-Fock code
test_exponents = {0: 0.06 * 2.5**np.arange(17), 1: 0.06 * 2.5**np.arange(12),
                  2: 0.15 * 2.5**np.arange(8)}
test_basis = {k: make_basis(k, test_exponents[orbital_l(k)], 1e-6)
              for k in (-1, 1, -2, 2, -3)}
test_ion = solve_atom(test_basis, 30, {-1: 3, 1: 2, -2: 2, 2: 1, -3: 1},
                      c=100 * LIGHT)
functions = [[l, [float(a), 1.0]] for l, ex in test_exponents.items() for a in ex]
molecule = gto.M(atom='Zn 0 0 0', charge=2, basis={'Zn': functions}, verbose=0)
reference = scf.RHF(molecule)
reference.kernel()
assert reference.converged
assert abs(test_ion.energy - reference.e_tot) < 0.01

# Element 121: one electron added to the closed core
LEVELS = (('8p1/2', 1, 6), ('8p3/2', -2, 6), ('7d3/2', 2, 4),
          ('7d5/2', -3, 4), ('6f5/2', 3, 2), ('5g7/2', 4, 0))
core121 = solve_atom(basis, 121, CORE)
frozen = {name: describe(basis[k], fock_matrix(basis, 121, core121, k), i)
          for name, k, i in LEVELS}
assert min(frozen, key=lambda name: frozen[name][0]) == '8p1/2'
assert abs(frozen['5g7/2'][0] + 1 / 50) < 1e-3 and frozen['5g7/2'][2] < 0.5

slow_c = 10 * LIGHT
core_slow = solve_atom(basis, 121, CORE, c=slow_c)
slow = {name: describe(basis[k], fock_matrix(basis, 121, core_slow, k, slow_c), i)
        for name, k, i in LEVELS}
gap_rel = frozen['7d3/2'][0] - frozen['8p1/2'][0]
gap_slow = slow['7d3/2'][0] - slow['8p1/2'][0]
assert gap_rel > gap_slow

relaxed = {}
for name, k in (('8p1/2', 1), ('7d3/2', 2)):
    atom = solve_atom(basis, 121, CORE, start=core121, valence=k)
    relaxed[name] = atom.energy - core121.energy
    assert relaxed[name] < frozen[name][0] + 1e-4
assert relaxed['8p1/2'] < relaxed['7d3/2']

# Direct part of the effective potential for l = 4
well = (-121 * erf(math.sqrt(1.5) / NUCLEUS * r) / r + hartree(core121.shells)
        + 10 / r**2)
i_in = int(np.argmin(np.where(r < 1, well, np.inf)))
i_top = int(np.argmax(np.where((r > r[i_in]) & (r < 10), well, -np.inf)))
i_out = int(np.argmin(np.where(r > r[i_top], well, np.inf)))
assert well[i_top] > well[i_in] and well[i_top] > well[i_out]

# Frozen-core collapse with the 120-electron core
charges, atoms = [121.0], [core121]
matrices = [fock_matrix(basis, 121, core121, 4)]
scan = [describe(basis[4], matrices[0], 0)]
while len(scan) < 3 or scan[-2][2] < 0.5:
    assert len(scan) < 12
    charges.append(charges[-1] + 1)
    atoms.append(solve_atom(basis, charges[-1], CORE, start=atoms[-1]))
    matrices.append(fock_matrix(basis, charges[-1], atoms[-1], 4))
    scan.append(describe(basis[4], matrices[-1], 0))


def interpolated_weight(Z):
    nodes, total = charges[-4:], 0
    for zi, matrix in zip(nodes, matrices[-4:]):
        factor = math.prod((Z - zj) / (zi - zj) for zj in nodes if zj != zi)
        total = total + factor * matrix
    return describe(basis[4], total, 0)[2]


first = next(i for i, item in enumerate(scan) if item[2] > 0.5)
low, high = charges[first - 1], charges[first]
for _ in range(30):
    middle = (low + high) / 2
    if interpolated_weight(middle) > 0.5:
        high = middle
    else:
        low = middle
collapse = (low + high) / 2
sides = []
for shift in (-0.03, 0.03):
    atom = solve_atom(basis, collapse + shift, CORE, start=atoms[first])
    sides.append(describe(basis[4],
                          fock_matrix(basis, collapse + shift, atom, 4), 0))
assert sides[0][2] < 0.5 < sides[1][2]

# The restricted g basis must reproduce the compact state of the full basis
tight_level = describe(tight[4],
                       fock_matrix(tight, charges[-1], atoms[-1], 4), 0)[0]
tight_error = tight_level - scan[-1][0]
assert abs(tight_error) < 0.01

# Collapse with relaxed core: compact configuration against the outer level
memory = {'core': atom, 'compact': atom}


def compact_energy(Z):
    memory['core'] = solve_atom(basis, Z, CORE, start=memory['core'])
    memory['compact'] = solve_atom(tight, Z, CORE, start=memory['compact'],
                                   valence=4)
    return memory['compact'].energy - memory['core'].energy


def excess(Z):
    return compact_energy(Z) + (Z - 120)**2 / 50


z_old, z_new = collapse, collapse - 0.3
f_old, f_new = excess(z_old), excess(z_new)
relaxed_at_collapse = f_old - (collapse - 120)**2 / 50
for _ in range(6):
    if abs(f_new) < 2e-3:
        break
    z_next = z_new - f_new * (z_new - z_old) / (f_new - f_old)
    z_old, f_old, z_new = z_new, f_new, z_next
    f_new = excess(z_new)
assert abs(f_new) < 2e-3 and z_new < collapse
compact121 = solve_atom(tight, 121, CORE, start=memory['compact'], valence=4)
relaxed['5g7/2 compact'] = compact121.energy - core121.energy
assert relaxed['5g7/2 compact'] > relaxed['8p1/2']

# Neutral element 123: closed core with 8p1/2 filled, then one 5g electron
core123 = solve_atom(basis, 123, {**CORE, 1: 7}, start=atoms[1])
neutral123 = describe(basis[4], fock_matrix(basis, 123, core123, 4), 0)

print('speed of light: %.6f a.u.; nuclear rms radius: %.2f fm' % (LIGHT, RMS_FM))
print('largest relative error against Sommerfeld: %.1e' % worst)
print('bare-ion 1s, matrix: %.4f hartree' % matrix_1s)
print('bare-ion 1s, integration: %.4f hartree' % shot_1s)
print('28-electron test ion, this code: %.5f hartree' % test_ion.energy)
print('28-electron test ion, other code: %.5f hartree' % reference.e_tot)
print('core [Og]8s2 at Z=121, total energy: %.4f hartree' % core121.energy)
print('Frozen core, Z=121: energy (hartree), mean radius (bohr)')
for name, item in frozen.items():
    print('  %s: %.5f, %.3f' % (name, item[0], item[1]))
print('Same with c ten times larger: energy (hartree), mean radius (bohr)')
for name, item in slow.items():
    print('  %s: %.5f, %.3f' % (name, item[0], item[1]))
print('7d3/2 minus 8p1/2, frozen: %.5f hartree' % gap_rel)
print('7d3/2 minus 8p1/2, large c: %.5f hartree' % gap_slow)
print('Relaxed core, Z=121: addition energy (hartree)')
for name, value in relaxed.items():
    print('  %s: %.5f' % (name, value))
gap = relaxed['7d3/2'] - relaxed['8p1/2']
print('7d3/2 minus 8p1/2, relaxed: %.5f hartree = %.3f eV' % (gap, gap * EV))
print('8p1/2 binding, relaxed: %.3f eV' % (-relaxed['8p1/2'] * EV))
print('Direct l=4 potential, Z=121: radius (bohr), value (hartree)')
for name, i in (('inner well', i_in), ('barrier', i_top), ('outer well', i_out)):
    print('  %s: %.2f, %.4f' % (name, r[i], well[i]))
print('5g7/2, 120-electron core: Z, energy (hartree), radius (bohr), inner part')
for Z, item in zip(charges, scan):
    print('  %.0f: %.5f, %.3f, %.5f' % (Z, *item))
print('inner part means probability inside %.1f bohr' % INNER_RADIUS)
print('frozen-core collapse charge: %.3f' % collapse)
for shift, item in zip((-0.03, 0.03), sides):
    print('  at %+.2f: %.5f hartree, %.3f bohr, inner %.5f' % (shift, *item))
print('restricted g basis error at Z=%.0f: %.1e hartree'
      % (charges[-1], tight_error))
print('relaxed compact 5g at frozen collapse: %.4f hartree' % relaxed_at_collapse)
print('relaxed-core collapse charge: %.2f' % z_new)
print('energy mismatch at that charge: %.1e hartree' % f_new)
print('neutral 123, 5g7/2: %.5f hartree, %.3f bohr, inner %.5f' % neutral123)
print('checks complete')
```

Running it gives:

```
speed of light: 137.035999 a.u.; nuclear rms radius: 6.20 fm
largest relative error against Sommerfeld: 1.7e-05
bare-ion 1s, matrix: -9776.9872 hartree
bare-ion 1s, integration: -9776.9872 hartree
28-electron test ion, this code: -1776.90271 hartree
28-electron test ion, other code: -1776.90109 hartree
core [Og]8s2 at Z=121, total energy: -58928.7938 hartree
Frozen core, Z=121: energy (hartree), mean radius (bohr)
  8p1/2: -0.14330, 5.350
  8p3/2: -0.09480, 7.484
  7d3/2: -0.10241, 4.783
  7d5/2: -0.10134, 4.934
  6f5/2: -0.03160, 17.488
  5g7/2: -0.02000, 27.498
Same with c ten times larger: energy (hartree), mean radius (bohr)
  8p1/2: -0.12445, 6.412
  8p3/2: -0.12418, 6.422
  7d3/2: -0.20509, 3.469
  7d5/2: -0.20487, 3.471
  6f5/2: -0.27437, 1.848
  5g7/2: -0.04564, 0.816
7d3/2 minus 8p1/2, frozen: 0.04089 hartree
7d3/2 minus 8p1/2, large c: -0.08064 hartree
Relaxed core, Z=121: addition energy (hartree)
  8p1/2: -0.14730
  7d3/2: -0.10919
  5g7/2 compact: 0.93263
7d3/2 minus 8p1/2, relaxed: 0.03811 hartree = 1.037 eV
8p1/2 binding, relaxed: 4.008 eV
Direct l=4 potential, Z=121: radius (bohr), value (hartree)
  inner well: 0.34, -3.6100
  barrier: 1.07, 1.8905
  outer well: 20.31, -0.0250
5g7/2, 120-electron core: Z, energy (hartree), radius (bohr), inner part
  121: -0.02000, 27.498, 0.00000
  122: -0.08016, 13.678, 0.00005
  123: -0.19270, 3.792, 0.55831
  124: -0.94211, 0.802, 0.99376
inner part means probability inside 2.5 bohr
frozen-core collapse charge: 122.996
  at -0.03: -0.18135 hartree, 7.275 bohr, inner 0.16220
  at +0.03: -0.20686 hartree, 1.993 bohr, inner 0.79488
restricted g basis error at Z=124: 6.5e-04 hartree
relaxed compact 5g at frozen collapse: -0.3528 hartree
relaxed-core collapse charge: 122.71
energy mismatch at that charge: 1.1e-04 hartree
neutral 123, 5g7/2: -0.02000 hartree, 27.494 bohr, inner 0.00000
checks complete
```
